# Elastic scattering alone does not fix the Lorenz ratio

## Definitions and conventions

Electrons carry charge $-e$, with $e>0$. The electrochemical potential $\mu$ is an energy, $T$ is the temperature, and all gradients and currents lie along $z$, taken as a symmetry axis of the conductor. A prime on $\mu$ or $T$ means $d/dz$. The electrochemical field is $\mathcal E=\mu'/e$. Energies are measured from $\mu$ in thermal units:

$$x=\frac{E-\mu}{k_BT},\qquad f=\frac{1}{e^{x}+1},\qquad F(x)=-\frac{df}{dx}=\frac{1}{4\cosh^2(x/2)} .$$

The conductivity $\sigma$ is measured at uniform temperature. The electronic thermal conductivity $\kappa$ is measured at open circuit, with no electric current. A different quantity, $\kappa_0$, is the heat current per unit temperature gradient at $\mathcal E=0$, when a current may flow. Heat carried by the lattice is counted separately. The Lorenz ratio and its Sommerfeld value are

$$L=\frac{\kappa}{\sigma T},\qquad L_S=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2=2.443\times10^{-8}\ \mathrm{V^2/K^2}.$$

## The belief and its appeal

The belief is that if electrons scatter only elastically, then $L=L_S$. It lets one obtain the thermal conductivity of an interconnect from its resistance, with no question asked except whether the collisions conserve electron energy.

The argument for it is attractive. An elastic collision can turn an electron but cannot change the energy it carries. The same collisions therefore limit the charge current and the heat current, and the scattering time should cancel from their ratio, leaving universal constants.

The first half of this argument is right. The cancellation is the weak point: a scattering time that depends on energy stands inside two different energy integrals, and it cannot simply be divided out.

## What elasticity does provide

Consider independent electrons obeying the linearized Boltzmann equation. For elastic transitions with symmetric rates $w_{kk'}=w_{k'k}$, the net flow from state $k$ to $k'$ is

$$w_{kk'}\left[f_k(1-f_{k'})-f_{k'}(1-f_k)\right]=w_{kk'}(f_k-f_{k'}).$$

The exclusion factors cancel. The collision operator $K$, defined by $(\partial f/\partial t)_{\rm coll}=-Kf$, is then linear and connects only states on the same energy shell.

Let $E$ include the electrostatic energy, so that it is conserved between collisions. The local equilibrium function varies along the sample because $\mu$ and $T$ do. At fixed $E$,

$$\frac{dx}{dz}=-\frac{1}{k_BT}\left[\mu'+\frac{E-\mu}{T}T'\right],$$

and since $df/dx=-F$,

$$\frac{df}{dz}=\frac{F}{k_BT}A(E),\qquad A(E)=e\mathcal E+k_Bx\,T'.$$

In the steady state the deviation $g$ from local equilibrium satisfies $v_z\,df/dz=-Kg$. On one shell $F$ and $A$ are constants, so

$$g=-\frac{F}{k_BT}A(E)\,K^{-1}v_z .$$

The inverse is taken on functions that average to zero over the shell, as $v_z$ does. A uniform addition to $g$ on a shell carries no current.

Field and temperature gradient thus push each shell with the same velocity pattern and differ only in the factor $A(E)$. With $D(E)$ the density of states per volume and angle brackets with subscript $E$ the shell average, define the transport function

$$\Sigma(E)=e^2D(E)\langle v_zK^{-1}v_z\rangle_E\ge0 .$$

The particle current per unit energy is $D\langle v_zg\rangle_E=-(\Sigma/e^2)(F/k_BT)A$. This is what elasticity gives: one function $\Sigma(E)$ for both currents. It says nothing about the shape of that function.

## From one transport function to a variance

The charge current is $-e$ times the particle current. Using $dE=k_BT\,dx$,

$$j=\frac1e\int\Sigma F\,(e\mathcal E+k_BxT')\,dx .$$

At $T'=0$ this gives $\sigma=\int\Sigma F\,dx$. Let $\langle\cdots\rangle$ without a subscript denote the average over $x$ with weight $\Sigma F$, so that $\int\Sigma Fx^n\,dx=\sigma\langle x^n\rangle$. Then

$$j=\sigma\left[\mathcal E+\frac{k_B}{e}\langle x\rangle T'\right].$$

Each electron carries heat $E-\mu=k_BTx$. The heat current is therefore

$$j_q=-\frac{k_BT}{e^2}\int\Sigma F\,x(e\mathcal E+k_BxT')\,dx
=-\sigma T\left[\frac{k_B}{e}\langle x\rangle\mathcal E+\left(\frac{k_B}{e}\right)^2\langle x^2\rangle T'\right].$$

Setting $\mathcal E=0$ gives $\kappa_0=\sigma T(k_B/e)^2\langle x^2\rangle$. At open circuit, however, $j=0$ requires a field

$$\mathcal E=ST',\qquad S=-\frac{k_B}{e}\langle x\rangle ,$$

where $S$ is the Seebeck coefficient. Inserting this field into $j_q=-\kappa T'$ gives

$$\kappa=\sigma T\left(\frac{k_B}{e}\right)^2\left[\langle x^2\rangle-\langle x\rangle^2\right]=\kappa_0-\sigma S^2T,$$

and hence

$$\boxed{L=\left(\frac{k_B}{e}\right)^2\mathrm{Var}(x)} .$$

The Lorenz ratio measures the spread of the energies that conduct. The overall size of $\Sigma$ cancels, but its shape does not.

## One energy: charge flows, open-circuit heat does not

Let $\Sigma(E)=C\,\delta(E-E_0)$ with $C>0$, and let $x_0=(E_0-\mu)/k_BT$. Then

$$\sigma=\frac{C\,F(x_0)}{k_BT}>0,\qquad \langle x\rangle=x_0,\qquad\langle x^2\rangle=x_0^2 .$$

The variance is zero, so $\kappa=0$ and $L=0$. All scattering is still elastic. This refutes the belief.

The physical reason is that there is only one channel in energy. Zero charge current means zero particle current at $E_0$, and no other energy is available to carry heat. Electrons cannot go forward hot and return cold if they all have the same energy.

The argument extends beyond small gradients for an elastic conductor between two reservoirs. Its current at $E_0$ is proportional to the difference of the two reservoir occupations there. Open circuit makes the occupations equal, even when the temperatures differ greatly, and the energy current vanishes with the particle current.

The zero-field coefficient behaves differently:

$$\kappa_0=\sigma T\left(\frac{k_B}{e}\right)^2x_0^2=\sigma S^2T .$$

It is nonzero unless $E_0=\mu$. At zero field a current flows, and each electron carries the heat $E_0-\mu$. Reading $\kappa_0$ as the thermal conductivity would hide the effect.

## A window of finite width

A delta function is a limit, so the approach to it matters. Let $\Sigma$ be constant in a window of width $W$ centred at $E_0$ and zero outside, with $w=W/k_BT\ll1$. Put $u=x-x_0$. Since $d\ln F/dx=-\tanh(x/2)$,

$$F(x)\simeq F(x_0)\left[1-u\tanh(x_0/2)\right],\qquad |u|\le w/2 .$$

For a uniform weight $\langle u^2\rangle=w^2/12$. The tilt of $F$ shifts the mean by $-(w^2/12)\tanh(x_0/2)$, whose square is of order $w^4$. To leading order,

$$L\simeq\left(\frac{k_B}{e}\right)^2\frac{w^2}{12}.$$

If the height of $\Sigma$ is held fixed as the window narrows, $\sigma$ falls as $W$ and $\kappa$ as $W^3$. The cube also appears for a finite temperature difference: the two occupations cross near the window centre, their difference is nearly linear in $u$, and the energy flow contains $\int u^2du=w^3/12$. For reservoirs at 1.1 and 0.9 times a reference temperature, and a window centred at 1.5 reference thermal energies, halving the width from 0.04 to 0.02 of that energy reduces the open-circuit heat flow by a factor of 8.000.

A bound holds for any non-negative $\Sigma$ confined to the window. The variance does not exceed the mean square distance from the window centre, and no point is farther from it than $w/2$. Hence $\mathrm{Var}(x)\le w^2/4$.

Tails change the law. Take instead a Lorentzian of half-width $\gamma$,

$$\Sigma=\Sigma_p\frac{\gamma^2}{(E-E_0)^2+\gamma^2},\qquad g_\gamma=\frac{\gamma}{k_BT}\ll1 .$$

The conductivity comes from the peak, where $F\simeq F(x_0)$, so $\sigma\simeq\Sigma_p\pi g_\gamma F(x_0)$. The second moment about $x_0$ comes from the tails:

$$\int\Sigma F u^2dx=\Sigma_pg_\gamma^2\int F\frac{u^2}{u^2+g_\gamma^2}dx\simeq\Sigma_pg_\gamma^2 ,$$

because $\int F\,dx=1$. The mean is displaced by order $g_\gamma$, which affects the variance only at order $g_\gamma^2$. Therefore

$$\mathrm{Var}(x)\simeq\frac{g_\gamma}{\pi F(x_0)}=\frac{4\cosh^2(x_0/2)}{\pi}\,g_\gamma .$$

This also tends to zero, but linearly. When the peak lies far from $\mu$, the condition $g_\gamma\ll1$ is not enough, because the tail near $\mu$ then competes with the peak; $g_\gamma\ll F(x_0)$ is sufficient. At $x_0=8$ and $g_\gamma=0.01$, for example, the variance is 6.9 rather than the 9.5 given by the formula. A narrow Lorentzian is a poorer heat filter than a sharp window of similar width because its slowly falling tails let a few electrons far from the peak carry very different energies.

## Where the Sommerfeld number comes from

Now let $\Sigma$ be constant across the thermal range. The mean of $x$ is zero because $F$ is even. For $x>0$, expand $F=e^{-x}/(1+e^{-x})^2=\sum_{n\ge1}(-1)^{n+1}n\,e^{-nx}$. Then

$$\int_{-\infty}^{\infty}x^2F\,dx=2\sum_{n\ge1}(-1)^{n+1}n\,\frac{2}{n^3}
=4\sum_{n\ge1}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{3}.$$

The number $\pi^2/3$ is thus the variance of the thermal window itself, fully used. The same expansion gives

$$\int_{-\infty}^{\infty}x^4F\,dx=48\sum_{n\ge1}\frac{(-1)^{n+1}}{n^4}=\frac{7\pi^4}{15}.$$

For an ordinary metal write $\Sigma\propto1+ax+bx^2$, with $a$ small and $b$ of order $a^2$. To order $a^2$,

$$\langle x\rangle\simeq\frac{\pi^2a}{3},\qquad
\langle x^2\rangle\simeq\frac{\pi^2/3+7\pi^4b/15}{1+\pi^2b/3}
\simeq\frac{\pi^2}{3}\left[1+\frac{16\pi^2}{15}b\right].$$

Subtracting $\langle x\rangle^2$ and dividing by $\pi^2/3$,

$$\frac{L}{L_S}-1\simeq\frac{16\pi^2}{15}b-\frac{\pi^2}{3}a^2 .$$

If $\Sigma\propto E^p$, with energy measured from the band bottom and $t=k_BT/E_F\ll1$, then $a=pt$ and $b=p(p-1)t^2/2$. The correction is of order $t^2$. Elastic scattering is therefore sufficient for $L\simeq L_S$ when $\Sigma$ is nonzero, changes by only a small fraction over several $k_BT$ around $\mu$, and does not become so large farther away that the tails of $F$ contribute appreciably.

Elasticity does not set an upper limit at $L_S$ either. If $\Sigma\propto(E-\mu)^2$, electrons near $\mu$ are suppressed and

$$\mathrm{Var}(x)=\frac{7\pi^4/15}{\pi^2/3}=\frac{7\pi^2}{5},\qquad L=\frac{21}{5}L_S=4.2\,L_S .$$

The role of the energy dependence can be seen directly in the Boltzmann equation. Take circular energy shells with squared speed proportional to $10+x$, and the same elastic angular scattering in two cases. With a rate proportional to $1+0.05\tanh(x/10)$, the solution gives $L/L_S=0.966$; most of the shortfall comes from the slope of $\Sigma$, about 10% per $k_BT$. With a rate proportional to $1/[10^{-4}+e^{-(x-1.5)^2/(2\times0.05^2)}]$, which is low only near $x=1.5$, it gives $0.0072$; the narrow peak alone would give $0.0008$, and the rest comes from the $10^{-4}$ background that spans the thermal range. Both cases are elastic.

## The refutation in numbers

Take as reference a narrow copper interconnect at 378 K, with a rough resistivity of 4 µΩ cm, or 25 MS/m. Treating its $\Sigma$ as constant gives an electronic thermal conductivity of 231 W/(m K).

Now imagine an energy filter that keeps this same $\Sigma$ in a 10 meV window centred 50 meV above $\mu$, and removes it elsewhere. With $k_BT=32.57$ meV,

$$w=\frac{10}{32.57}=0.307,\qquad x_0=\frac{50}{32.57}=1.535 .$$

The integral of $F$ over the window is 0.0448, so $\sigma=25\times0.0448=1.12$ MS/m, or 89 µΩ cm. The mean of $x$ is 1.530, slightly below $x_0$ because $F$ falls with energy, and $S=-132$ µV/K. The variance is 0.00783, close to $w^2/12=0.00785$. Hence

$$\kappa=(1.12\times10^6)(378)(7.426\times10^{-9})(0.00783)=0.0246\ \mathrm{W/(m\,K)} .$$

From the same conductivity, the belief would infer $L_S\sigma T=10.3$ W/(m K), too large by a factor of about 420. The true ratio is $L/L_S=0.0024$. For any other shape of $\Sigma$ within this window the bound is $0.0072$, so no rearrangement inside it could rescue the rule.

At zero field the coefficient is $\kappa_0=7.38$ W/(m K), about 300 times the open-circuit value. Nearly all of it is the term $\sigma S^2T$, heat carried by a net current. Opening the circuit removes that term.

The error matters for Joule heating. Elastic collisions alone would leave no heat inside a line; all of it would appear at the ends. Suppose therefore that some inelastic collisions keep electrons and lattice at one local temperature along the line, but are too rare to alter the coefficients found above. Suppose also that a uniform line of length $\ell$ loses heat only through ends held at $T_0$, and the current is small enough for Thomson heat, proportional to $jT'$ and so to $j^3$, to be negligible beside the Joule heat density $q\propto j^2$. With total thermal conductivity $\kappa_t$, the equation $\kappa_tT''=-q$ gives

$$T-T_0=\frac{q}{2\kappa_t}z(\ell-z),\qquad \Delta T_{\max}=\frac{q\ell^2}{8\kappa_t}.$$

Add a rough lattice conductivity of 5 W/(m K) to the filter. The false rule gives $\kappa_t$ of about 15 W/(m K), while the model gives about 5 W/(m K), nearly all of it from the lattice. At the same $q$ and $\ell$, the peak temperature rise is about three times the predicted one.

## What a real conductor would change

The filter is a counterexample, not a description of copper. Its 89 µΩ cm is far above the resistivity of a usable copper line. Copper has no such window: for free electrons with an energy-independent mean free path, $\Sigma\propto E$, and a rough Fermi energy of 7 eV gives $L/L_S-1=-7\times10^{-5}$. This estimate covers the energy dependence alone, not inelastic collisions. Those matter far more here: a rough Bloch–Grüneisen estimate, with a Debye temperature of 315 to 343 K and about half the resistivity due to phonons, lowers $L/L_S$ by 6 to 7% at 378 K, and the reference value of 231 W/(m K) with it.

A real filter would also be imperfect. If 1% of the plateau survives at all energies, the leak adds 0.01 to a window contribution of $0.99\times0.0448$. It then carries a fraction $p=0.184$ of the conduction, and the variance of the mixture is

$$p\,\frac{\pi^2}{3}+(1-p)(0.0078)+p(1-p)(1.530)^2=0.96,$$

so $L/L_S=0.29$. With 0.1% leakage it is 0.039. A small leak matters because its electrons span the whole thermal range.

The assumption of elastic transport at sharp energies would also fail in copper at this temperature, because electrons scatter from phonons. A rough electron mean free path of 30 nm, set by phonon scattering, and a Fermi speed of $1.6\times10^6$ m/s give a lifetime broadening of 35 meV, wider than the window. Replacing the window by a Lorentzian of that full width gives $L/L_S=0.26$. This only indicates a loss of energy selectivity: the number depends strongly on the tails assumed for the line shape, and it is not a theory of inelastic transport. Separately, adding the lattice heat to the ideal filter raises the apparent ratio, total thermal conductivity over $\sigma TL_S$, to 0.49. A measured ratio of that size would not by itself reveal how little heat the electrons carry.

To infer the electronic $\kappa$ from a resistance, it is therefore not enough to know that collisions are elastic. One must also know the shape of the transport function. If it is nonzero and changes little across the thermal window, and the collisions are elastic or exchange much less than $k_BT$, $L\simeq L_S$ can be used; phonon scattering near or below the Debye temperature lowers $L$ even when the transport function is flat. For the total thermal conductivity, the lattice heat must in addition be small or separately counted. The numerical output lists the values used here.

## Values computed for the example and the checks

```
GENERAL TESTS
Reservoir test, L/(kB/e)^2, finite difference: 2.39189
Reservoir test, variance of x: 2.39189
Elastic Boltzmann, smooth rate, L/L_S: 0.9658
Elastic Boltzmann, energy-selective rate, L/L_S: 0.0072
Open-circuit heat ratio when window is halved: 8.000
Constant Sigma, variance of x: 3.28987
Sigma proportional to (E-mu)^2, L/L_S: 4.2000
EXAMPLE INPUTS (copper values rough)
Temperature: 378 K
Thermal energy kB T: 32.57 meV
Reference resistivity: 4.0 uOhm cm
Reference conductivity: 25.0 MS/m
Window width W: 10 meV
Window centre above mu: 50 meV
EXAMPLE RESULTS
(kB/e)^2: 7.4258e-09 V^2/K^2
Sommerfeld value L_S: 2.4430e-08 V^2/K^2
Reference electronic kappa: 230.9 W/(m K)
Reduced width W/(kB T): 0.3070
Reduced centre x0: 1.5350
Integral of F over window: 0.04479
Mean of x: 1.5299
Variance of x: 0.007831
Narrow-window estimate w^2/12: 0.007854
Filter conductivity: 1.120 MS/m
Filter resistivity: 89.3 uOhm cm
Filter Seebeck coefficient: -131.8 uV/K
Filter kappa0 at zero field: 7.382 W/(m K)
Filter kappa at open circuit: 0.02462 W/(m K)
Filter kappa from slab calculation: 0.02462 W/(m K)
Kappa inferred by the false rule: 10.34 W/(m K)
Filter L: 5.816e-11 V^2/K^2
Filter L/L_S: 0.00238
Upper bound on L/L_S, any shape in window: 0.00716
Edge-loaded shape, fraction of bound: 0.979
NEGLECTED EFFECTS
L/L_S with 0.1% leakage: 0.0394
L/L_S with 1.0% leakage: 0.2928
Rough lattice kappa: 5.0 W/(m K)
Apparent L/L_S with lattice heat: 0.486
Rough copper Fermi energy: 7.0 eV
Shift of L/L_S for Sigma proportional to E: -7.12e-05
Rough phonon mean free path: 30 nm
Rough Fermi speed: 1.6e+06 m/s
Phonon lifetime broadening, full width: 35.1 meV
L/L_S for Lorentzian of that width: 0.261
```
